# Volume fraction of lognormal grains below a phase-stability diameter, part 2

A hafnium-zirconium oxide film consists of grains that are either polar (orthorhombic) or nonpolar (monoclinic). The problem is to find the polar volume fraction $F_V$ from the distribution of grain diameters $D$, each grain counted once.

In the basic model $\ln D$ is normal with standard deviation $s$, and $D_g$ is the number median of $D$. All grains share one threshold, the stability diameter $D_c$. The model also assumes:

**A2. Similar shapes.** Every grain has volume $V=cD^3$ with the same constant $c$. For spheres $c=\pi/6$.

Let $\Delta u$ be the bulk free energy of the polar phase minus that of the monoclinic phase, per formula unit. Let $\Delta\gamma=\gamma_m-\gamma_p$, with $\gamma_m$ and $\gamma_p$ the monoclinic and polar surface energies per area. Both phases are first given the same volume $v$ per formula unit.

**Lemma 1.** For a spherical grain, if $\Delta u>0$ and $\Delta\gamma>0$, the polar phase has the lower free energy for $D<D_c$ and the monoclinic phase for $D>D_c$, where

$$D_c=\frac{6v\,\Delta\gamma}{\Delta u}. \tag{3}$$

If a whole grain could choose its phase in thermal equilibrium at temperature $T$, the change of phase would be spread over a range of $\ln D$ of order

$$\delta_T=\frac{k_BT}{N_c\,\Delta u}, \tag{4}$$

with $N_c$ the number of formula units in a grain at the threshold.

With $f(D)$ the number density and $\Phi$ the standard normal distribution function, every real $p$ gives

$$\int_0^\infty D^p f(D)\,dD=D_g^{\,p}\,e^{p^2s^2/2}, \tag{6}$$

$$F_p(x)=\Phi\!\left(\frac{\ln(x/D_g)-ps^2}{s}\right). \tag{7}$$

Here $F_p(x)$ is the fraction below diameter $x$ when each grain is weighted by $D^p$. Thus $F_V=F_3(D_c)$, and volume weighting shifts the median of $\ln D$ by $3s^2$.

The example is a film 20 nm thick with $D_g=8$ nm, $s=0.35$, $\Delta u=60$ meV at 300 K, $v=0.034\ \mathrm{nm^3}$, $\gamma_m=1.6\ \mathrm{J/m^2}$ and $\gamma_p=1.1\ \mathrm{J/m^2}$. The surface energies are illustrative. These values give $D_c=10.6$ nm, $\ln(D_c/D_g)=0.2824$, $3s^2=0.3675$ and $F_V=0.40$; by number, 0.79 of the grains are polar.

### Thresholds that differ between grains

A grain at the threshold has $N_c\approx18\,400$ formula units. Equation (4) then gives a thermal width of $2\times10^{-5}$ in $\ln D$ at 300 K, negligible beside $s$. A spread caused by different surroundings is another matter.

**Proposition 1.** Let each grain have its own threshold $C$, lognormal with median $D_c$ and standard deviation $s_c$ of $\ln C$, independent of $D$ in the number population. Then

$$F_V=\Phi\!\left(\frac{\ln(D_c/D_g)-3s^2}{\sqrt{s^2+s_c^2}}\right).$$

*Proof.* The joint number density is a product of a function of $D$ and a function of $C$. Multiplication by $D^3$ changes the first factor alone, so $D$ and $C$ remain independent under volume weighting. The difference $\ln D-\ln C$ is then normal with mean $\ln D_g+3s^2-\ln D_c$ and variance $s^2+s_c^2$. A grain is polar when this difference is negative, and the probability of that is the stated expression. $\square$

The spread pulls $F_V$ towards one half without crossing it. For $s_c=0.20$ the example gives 0.42 instead of 0.40. If large grains had systematically different thresholds, independence would fail and so would this formula.

### A finite number of grains

A small capacitor samples few grains, and its polar fraction differs from that of its neighbour.

**Proposition 2.** For $n$ independent grains, the variance of the sampled volume fraction is, to leading order in $1/n$,

$$\operatorname{Var}\hat F=\frac{e^{9s^2}}{n}\left[F_6(D_c)\,(1-2F_V)+F_V^2\right].$$

*Proof.* Let $I_i=1$ for a polar grain and $0$ otherwise. Then

$$\hat F-F_V=\frac{\sum_iV_i(I_i-F_V)}{\sum_iV_i}.$$

Denote the average over the distribution by $\langle\cdot\rangle$. Each term of the numerator has mean zero, because $\langle VI\rangle=F_V\langle V\rangle$. To leading order the denominator may be replaced by $n\langle V\rangle$, which gives

$$\operatorname{Var}\hat F=\frac{\langle V^2(I-F_V)^2\rangle}{n\langle V\rangle^2}.$$

Since $I^2=I$, we have $(I-F_V)^2=I(1-2F_V)+F_V^2$. The weight $V^2$ is proportional to $D^6$, so $\langle V^2I\rangle=\langle V^2\rangle F_6(D_c)$. By (6), $\langle V^2\rangle/\langle V\rangle^2=e^{18s^2}/e^{9s^2}=e^{9s^2}$. Substitution completes the proof. $\square$

In the example the mean grain volume is $(\pi/6)D_g^3e^{9s^2/2}=465\ \mathrm{nm^3}$. A capacitor of $100\times100\times20\ \mathrm{nm^3}$ therefore holds about 430 grains. With $F_6(D_c)=\Phi([0.2824-0.735]/0.35)=0.098$ the standard deviation is

$$\sqrt{\frac{3.01}{430}\left[0.098\times0.192+0.163\right]}=0.036 .$$

A simulation of 4000 samples, each with 430 grains, also gave 0.036. Both calculations fix the number of grains. A real capacitor fixes the total volume, which gives the same variance to leading order in $1/n$. Both also keep the full lognormal tail, although $1-F_6(20\ \mathrm{nm})=0.30$ of the $D^6$ weight lies in grains wider than the film. Without these grains the standard deviation is about 0.033.

### Columns instead of equiaxed grains

When grains extend through the whole film, their height is the film thickness $h$ and their volume is $\pi D^2h/4$. The weight is then $D^2$, and the shift falls to $2s^2$. The threshold changes too.

**Proposition 3.** For cylindrical columns whose end faces and sides have the same $\Delta\gamma$, the stability diameter is

$$D_{\rm col}=\frac{4}{6/D_c-2/h},\qquad h>\frac{D_c}{3},$$

and the polar volume fraction is $F_2(D_{\rm col})$.

*Proof.* The area is $2(\pi D^2/4)+\pi Dh$. Divided by the volume it gives $2/h+4/D$. The free energies are equal when $\Delta u/v$ equals $\Delta\gamma$ times this ratio. By (3), $\Delta u/(v\Delta\gamma)=6/D_c$, so $4/D=6/D_c-2/h$. A positive solution requires $h>D_c/3$; in a thinner film the end faces alone keep every column polar. The weight $D^2$ gives $p=2$ in (7). $\square$

For $h=10$ nm, with $D_g$, $s$ and the energies unchanged, $D_{\rm col}=10.9$ nm and the polar fraction is 0.58. Most of the rise from 0.40 comes from the weighting: with the threshold kept at 10.6 nm, the shift $2s^2=0.245$ gives $\Phi([0.2824-0.245]/0.35)\approx0.54$.

### Distributions that are not lognormal

**Proposition 4.** Suppose the moments $\langle D^q\rangle$ are finite on an open interval containing $0\le q\le3$. Let $\operatorname{Var}_q$ be the variance of $\ln D$ under the weight $D^q$. Then volume weighting raises the mean of $\ln D$ by $\int_0^3\operatorname{Var}_q\,dq$.

*Proof.* With $y=\ln(D/D_g)$ let $K(q)=\ln\langle e^{qy}\rangle$. Finite moments allow differentiation under the average, so $K'(q)=\langle ye^{qy}\rangle/\langle e^{qy}\rangle$, the weighted mean of $y$. A second differentiation gives

$$K''(q)=\frac{\langle y^2e^{qy}\rangle}{\langle e^{qy}\rangle}-K'(q)^2=\operatorname{Var}_q .$$

The increase of the mean is $K'(3)-K'(0)$, the integral of $K''$. $\square$

For the lognormal distribution the variance does not depend on $q$, and the integral is $3s^2$. A gamma distribution, with density proportional to $D^{k-1}e^{-D/\theta}$, behaves differently. The weight $D^q$ turns $k$ into $k+q$, and the variance of $\ln D$ falls as $k$ grows, so the mean shifts by less than three initial variances. With the same number median and the same variance of $\ln D$ as in the example, $k=8.65$. The logarithmic median then moves by 0.31 instead of 0.37, and the volume fraction is 0.47 instead of 0.40.

The film also limits the size of equiaxed grains. In the lognormal model 5.8 % of the volume lies in grains wider than the 20 nm film. If these grains are absent, the polar fraction becomes $0.404/0.942=0.43$.

### Energies left out of the threshold

Each entry below changes one thing and keeps $D_g=8$ nm, $s=0.35$ and spherical grains.

| Change | $D_c$ (nm) | $F_V$ |
|---|---:|---:|
| None | 10.6 | 0.40 |
| Different phase densities | 11.4 | 0.49 |
| Phase fixed at 773 K | 12.6 | 0.60 |
| Aligned field, 2 MV/cm | 12.4 | 0.58 |
| Volume clamping, upper bound | 17.0 | 0.86 |

*Densities.* Let the monoclinic volume per formula unit be $v_m=0.0352\ \mathrm{nm^3}$ and the polar one $v_p=0.0340\ \mathrm{nm^3}$. For equal $N$ the monoclinic area is larger by the factor $(v_m/v_p)^{2/3}=1.023$. In (3), $\Delta\gamma$ becomes $1.023\,\gamma_m-\gamma_p=0.54\ \mathrm{J/m^2}$, where $D$ is the diameter in the polar state. The entry 0.49 weights each grain by its number of formula units. Because the monoclinic grains take up 3.5 % more volume per formula unit, the polar share of the actual volume is slightly lower, 0.48. A small change of area matters because $\gamma_m$ is about three times $\Delta\gamma$, so 2.3 % of $\gamma_m$ is about 7 % of $\Delta\gamma$.

*Temperature.* If the polar phase has the larger entropy, by an assumed 0.02 meV/K per formula unit, then at 773 K $\Delta u=60-0.02\times473=50.5$ meV. The entry applies if the phase is chosen at the anneal and kept on cooling.

*Field.* A polarization of $20\ \mathrm{\mu C/cm^2}$ along a field of 2 MV/cm lowers the polar energy by $PE=40\ \mathrm{MJ/m^3}$, or 8.5 meV per formula unit. This estimate omits the difference in dielectric response and assumes that grains can change phase under the field. The value $20\ \mathrm{\mu C/cm^2}$ is typical of the remanent polarization averaged over a film. A single polar grain has more, about $50\ \mathrm{\mu C/cm^2}$ along its polar axis, which would give 21 meV here and 33 meV for the unscreened cost below. All entries also assume that the polarization charge on the grain surface is screened. Without screening, a uniformly polarized sphere in surroundings of the same relative permittivity, taken as 30, would cost $P^2/(6\times30\,\varepsilon_0)=25\ \mathrm{MJ/m^3}$, or 5.3 meV per formula unit, even with no applied field.

*Clamping.* Suppose a polar grain becomes monoclinic inside rigid surroundings. It would expand by 3.5 % but cannot. With a bulk modulus of 170 GPa the elastic cost is $\tfrac12\times170\ \mathrm{GPa}\times0.0353^2$, or 22.5 meV per formula unit, to be subtracted from $\Delta u$. Yielding surroundings lower the cost, so the entry is an upper bound for this effect within the harmonic estimate. Stiffening under compression can add a few per cent.

The monoclinic shear, about $9^\circ$, is potentially larger. With a shear modulus of 80 GPa, rigid clamping would cost $\tfrac12\times80\ \mathrm{GPa}\times\tan^2 9^\circ$, or 213 meV, more than three times $\Delta u$. This too is an upper bound, within linear elasticity, and not an estimate of the actual cost. It shows that a fully clamped, untwinned grain would have no threshold: of the model's two phases, the polar one would be favoured at any size. In a real film, nonpolar phases without this shear, such as the tetragonal or the antipolar orthorhombic one, would compete. Lemma 1 therefore suits grains that crystallize directly into their phase without such clamping. Twins can relieve the shear, but their walls cost energy. One flat wall of $0.3\ \mathrm{J/m^2}$ through the centre of each monoclinic grain adds $0.3/4\ \mathrm{J/m^2}$ to $\Delta\gamma$, and this cost alone would raise $D_c$ from 10.6 to 12.2 nm. That figure leaves out the shear energy that remains. In rigid surroundings a single wall leaves about two thirds of it, some 140 meV, which still exceeds $\Delta u$, so one twin does not restore the threshold.

### The model beside a real capacitor

The grain size, the bulk energy difference and the 773 K anneal are rough values in the regime of hafnium-zirconium oxide capacitors, while the surface energies are illustrative. Many such capacitors use thinner films, of about 10 nm. In such films many grains can span the thickness, which breaks assumption A2. For complete columns the example moves from 0.40 to 0.58, as found above. The choice of phase also depends on nucleation, electrodes and the rate of cooling. A grain may remain in a phase that is not its most stable one, and the model puts no number on this trapping. The calculated fraction is thus a property of the stated equilibrium model, and the table shows that even its first digit can change when an omitted energy is included. Most of the values are listed with more digits in the numerical output.

## Numbers as computed

```
Number median Dg: 8.00 nm
Log standard deviation s: 0.350
Bulk free energy difference: 60.0 meV per f.u.
Volume per f.u., polar: 0.0340 nm^3
Volume per f.u., monoclinic: 0.0352 nm^3
Surface energy, monoclinic: 1.60 J/m^2
Surface energy, polar: 1.10 J/m^2
Surface energy difference: 0.50 J/m^2
Bulk difference per volume: 282.7 MJ/m^3
Stability diameter Dc: 10.61 nm
ln(Dc/Dg): 0.2824
Shift 3 s^2: 0.3675
Volume-weighted median: 11.55 nm
Argument z, number: 0.807
Argument z, volume: -0.243
Number fraction below Dc: 0.790
Volume fraction below Dc: 0.404
Dg for 90 % polar volume: 4.69 nm
dF/d ln Dc: 1.107
F at s = 0.30: 0.516
F at s = 0.40: 0.311
Formula units in grain at Dc: 18397
Thermal width in ln D at 300 K: 2.3e-05
Neglected effects, each alone:
Phase density difference: Dc 11.40 nm, F 0.485
Entropy difference: 0.020 meV/K per f.u.
Bulk difference at anneal: 50.5 meV per f.u.
Anneal at 773 K: Dc 12.60 nm, F 0.598
Field 2.0 MV/cm, P 20 uC/cm2: 8.49 meV per f.u.
Aligned field: Dc 12.36 nm, F 0.576
Bulk, shear modulus: 170, 80 GPa
Volume misfit: 3.53 %
Clamped misfit, upper bound: 22.5 meV per f.u.
Clamped misfit bound: Dc 16.96 nm, F 0.864
Monoclinic shear angle: 9.0 degree
Clamped shear, upper bound: 212.9 meV per f.u.
Threshold spread 0.20: F 0.416
Mean grain volume: 465.2 nm^3
Capacitor 100 x 100 x 20 nm: 430 grains
Scatter of F, formula: 0.0357
Scatter of F, simulation: 0.0362
Volume share with D > 20 nm: 0.058
Grains cut off at 20 nm: F 0.429
Columns, 10 nm film: Dc 10.94 nm, F 0.577
Column shift 2 s^2: 0.2450
Gamma distribution, shape k: 8.65
Gamma distribution, log-median shift: 0.3078
Gamma distribution, F: 0.466
Volume share below 5 nm (tetragonal): 0.0084
```
